# Quenched orbital momentum, spin-orbit coupling and Kittel's relation for g, part 2

The problem is to extend Kittel's relation from one hole to many electrons:

$$
g-2=2\,\frac{m_{\rm orb}}{m_{\rm spin}}+O\!\left[(\zeta/\Delta)^2\right].
$$

Here $\zeta$ is the one-electron spin-orbit constant and $\Delta$ a crystal-field excitation energy. Total $\mathbf L=-i\,\mathbf r\times\nabla$ (summed over electrons) and $\mathbf S$, and one-electron $\mathbf l_i,\mathbf s_i$, are in units of $\hbar$. The free-spin factor is 2, and

$$
H_Z=\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S).
$$

Along axis $k$, $r=m_{\rm orb}/m_{\rm spin}=\langle L_k\rangle/(2\langle S_k\rangle)$.

$H_0$ contains kinetic energy, a real crystal field, Coulomb repulsion and possibly isotropic exchange. It commutes with total spin. Its ground level $|0,M\rangle$ has spin $S$ and no further degeneracy; $|n,M\rangle$ are states of multiplet $n$. $K$ conjugates orbital functions and spin components in the $S_z$ basis. It reverses $\mathbf l_i$ and $s_i^y$, but not $s_i^x,s_i^z$. With $K|n,M\rangle=|n,M\rangle$, any operator obeying $KXK=-X$ has imaginary matrix elements. $\mathbf L$ vanishes within the ground multiplet.

For one $d^9$ hole in $x^2-y^2$, $H_{SO}=\lambda\mathbf L\cdot\mathbf S$ with $\lambda=-\zeta$ (for one electron, $\lambda=\zeta$), and

$$
L_z|0\rangle=2i|xy\rangle,\qquad L_x|0\rangle=-i|yz\rangle,\qquad L_y|0\rangle=-i|xz\rangle .
$$

At first order $g_z-2=8\zeta/\Delta_{xy}$ and $g_x-2=2\zeta/\Delta_{xz}$, with $\Delta_{xz}$ the gap to both $xz$ and $yz$. With $\sigma=2\langle S_k\rangle$,

$$
g=2\langle L_k+2S_k\rangle=2\sigma(1+r),
$$

$$
g-2-2r=-2(1-\sigma)(1+r).
$$

The leading errors are $-2(\zeta/\Delta_{xz})^2$ along $z$ and $-\zeta^2(1/\Delta_{xz}^2+4/\Delta_{xy}^2)$ along $x$.

The model hole has $\zeta=0.05$ eV, $\Delta_{xy}=1.5$ eV, $\Delta_{xz}=2.0$ eV and $z^2$ at 1.0 eV. At 1 T along $z$, diagonalization gives $g_z-2=0.2609$. Quoted moments are $M_0$, excluding the field-induced Van Vleck part $\chi B$.

### Matrix elements of spin-orbit coupling

The coupling is

$$
H_{SO}=\zeta\sum_i\sum_a l_i^a s_i^a .
$$

For fixed orbital component $a$, the operators $\sum_i l_i^a s_i^j$, with $j=x,y,z$, form a vector under rotations of the total spin. The Wigner-Eckart theorem makes their elements between multiplets of equal $S$ proportional to those of $S_j$. Thus

$$
\langle n,M|H_{SO}|0,M'\rangle=\zeta\sum_j a_{nj}\langle M|S_j|M'\rangle .
$$

To find the phase of $a_{nj}$, consider $\sum_i l_i^j s_i^z$, the $z$ member of the vector for orbital component $j$. It is reversed by $K$, so its elements are imaginary, whereas those of $S_z$ are real. Hence $a_{nj}$ is imaginary. For $n=0$ the diagonal element in $|0,S\rangle$ is also real by Hermiticity, so $a_{0j}=0$. Spin-orbit coupling does not split the ground multiplet at first order.

Write also

$$
\langle n,M|L_i|0,M'\rangle=\ell_{ni}\delta_{MM'},
$$

with $\ell_{ni}$ imaginary. Excited states of different total spin can be admixed by $H_{SO}$. Neither $\mathbf L$ nor $\mathbf S$ connects them back to the ground multiplet, so they do not affect the first-order moments.

### One tensor for two quantities

Let $\Delta_n$ be the energy of multiplet $n$ above the ground level. To first order, the part of the perturbed state with equal spin is

$$
|0,M\rangle'=|0,M\rangle-\sum_{n,j,M'}\frac{\zeta a_{nj}}{\Delta_n}|n,M'\rangle\langle M'|S_j|M\rangle .
$$

The matrix of $L_i$ in these states receives one contribution from the corrected right-hand state and one from the corrected left-hand state:

$$
L_i\;\to\;-\zeta\sum_{n,j}\frac{\ell_{ni}^*a_{nj}+a_{nj}^*\ell_{ni}}{\Delta_n}S_j
=\sum_j\delta g_{ij}S_j ,
$$

$$
\delta g_{ij}=-2\zeta\sum_n\frac{{\rm Re}(\ell_{ni}^*a_{nj})}{\Delta_n}.
$$

The total spin commutes with $H_0$ and has no elements between different multiplets. It is unchanged at first order. Inserting both results in the Zeeman energy gives

$$
\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S)\;\to\;\mu_B\sum_{ij}B_i(2\delta_{ij}+\delta g_{ij})S_j .
$$

The same tensor fixes the induced orbital momentum and the change in the Zeeman energy. Choose an axis $k$ for which symmetry removes the off-diagonal elements of $\delta g$. Then $\langle L_k\rangle=\delta g_{kk}\langle S_k\rangle$, and

$$
2\frac{m_{\rm orb}}{m_{\rm spin}}=\frac{\langle L_k\rangle}{\langle S_k\rangle}=\delta g_{kk}=g_k-2 .
$$

This proves the relation at first order for any number of electrons, within the assumptions on $H_0$.

Second-order perturbation theory gives another reading. For $V=H_Z+H_{SO}$, the part linear in both perturbations is

$$
-\sum_n\frac{P_0H_ZP_nH_{SO}P_0+P_0H_{SO}P_nH_ZP_0}{\Delta_n},
$$

where $P_n$ projects on multiplet $n$. Inserting the matrix elements gives $\mu_B\sum B_i\delta g_{ij}S_j$ again. One may say that the spin induces an orbital moment on which the field acts, or that the field induces orbital momentum which acts on the spin through $H_{SO}$. These are two readings of one energy and must not be added.

For $S\ge1$, the term quadratic in $H_{SO}$ can produce zero-field anisotropy of order $\zeta^2/\Delta$. It contains no term linear in $\mathbf S$, because without a magnetic field the energy is even under time reversal.

### Recovering the single hole

When $H_{SO}$ acts within the relevant multiplets as $\lambda\mathbf L\cdot\mathbf S$, one has $\zeta a_{nj}=\lambda\ell_{nj}$ and

$$
\delta g_{ij}=-2\lambda\sum_n\frac{{\rm Re}(\ell_{ni}^*\ell_{nj})}{\Delta_n}.
$$

For the $x^2-y^2$ hole the nonzero elements are $\ell_{xy,z}=2i$, $\ell_{yz,x}=-i$ and $\ell_{xz,y}=-i$. Each excited orbital contributes to one component, so the tensor is diagonal. With $\lambda=-\zeta$ its $zz$ element is $2\zeta\cdot4/\Delta_{xy}$ and its $xx$ element $2\zeta/\Delta_{xz}$, as before.

For one electron the sign reverses. With the same gaps and $\zeta=0.05$ eV, the calculation gives $g_z-2=-0.271$ and $2r_z=-0.270$. The orbital moment now opposes the spin moment.

### Two holes with spin one

A $d^8$ ion in an octahedral field has one hole in $x^2-y^2$ and one in $z^2$, with parallel spins. For two particles,

$$
\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2
=\tfrac12\mathbf L\cdot\mathbf S
+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2).
$$

Expanding the right side verifies this: the mixed terms cancel. The difference $\mathbf s_1-\mathbf s_2$ changes sign when the two spins are exchanged, whereas triplet spin functions do not. It has no elements between triplets. With the hole sign, $\lambda=-\zeta/2$ for the states that matter here.

The function $z^2$ is symmetric about $z$, so $L_z$ annihilates it. Acting on the pair, $L_z$ replaces $x^2-y^2$ by $2i$ times $xy$, at excitation energy $\Delta$. Therefore

$$
g-2=-2\left(-\frac\zeta2\right)\frac{|2i|^2}{\Delta}=\frac{4\zeta}{\Delta}.
$$

Cubic symmetry makes the result equal along the three cubic axes. It also removes the anisotropy for $S=1$: a term quadratic in the spin must reduce to $S_x^2+S_y^2+S_z^2$, a constant.

The numerical model adds $-0.5\,\mathbf S^2$ eV to favour the triplet. This shifts all triplets equally and leaves $\Delta$ between them unchanged. For $\Delta=1.0$ eV and $\zeta=0.05$ eV the formula gives $4(0.05)/1.0=0.200$. The computed values are $g-2=0.191$ and $2r=0.197$. They differ by 3.4% of $g-2$.

### Resonance and exchange

Consider a field along $k=z$ and no anisotropy. The effective Hamiltonian is $g\mu_BBS_z$. Using $[S_z,S_x]=iS_y$ and $[S_z,S_y]=-iS_x$, the Heisenberg equations are

$$
\dot S_x=\frac i\hbar g\mu_BB[S_z,S_x]=-\frac{g\mu_BB}{\hbar}S_y,\qquad
\dot S_y=\frac{g\mu_BB}{\hbar}S_x .
$$

Hence $S_x+iS_y$ varies as $e^{i\omega t}$, with $\hbar\omega=g\mu_BB$. The same $g$ that describes the splitting sets the precession frequency. For the model hole at 1 T, the energy is $2.261(5.788\times10^{-5})=1.309\times10^{-4}$ eV, or 31.64 GHz. It is about $10^{-4}$ of the 1.5 eV orbital gap, so the small orbital admixture can follow the spin adiabatically. Anisotropy, when present, shifts the resonance and must be separated from $g$.

Now let $N$ identical spin-half ions be coupled by isotropic ferromagnetic exchange, with total spin $S=N/2$. The fully aligned multiplet is symmetric in the ions, so each spin acts within it as $\mathbf S/N$. Excite the orbital of one ion while keeping the same total spin. If exchange does not depend on which orbital is occupied, its energy is the same before and after, and the gap remains $\Delta_n$. Each ion contributes $1/N$ of the single-ion $\delta g$, and the sum over $N$ ions restores the single-ion value. Isotropic exchange therefore drops out of $g$ at first order.

For two of the model $d^9$ ions with exchange $-J\mathbf s_1\cdot\mathbf s_2$ and $J=0.05$ eV, the calculation gives $g_z=2.2609$. It differs from the single-ion value by $9\times10^{-5}$, or 0.03% of $g_z-2$. This tests the cancellation for a pair; the argument for $N$ ions needs the orbital-independent exchange just stated. The value of $g_z$ is taken from half the splitting between $M=+1$ and $M=-1$. Exchange and spin-orbit coupling together also split the triplet in zero field, here by $9\times10^{-5}$ eV, which is comparable with the Zeeman energy at 1 T. The two $\Delta M=1$ lines of the pair therefore lie at $3.81\,\mu_BB$ and $0.71\,\mu_BB$; only their mean gives $g_z$. Exchange drops out of $g$, not out of the resonance positions.

### Why the mechanical factor moves the other way

A magnetomechanical experiment compares the change of magnetic moment with the change of the electrons' angular momentum, which the body takes up with opposite sign. Its factor is

$$
g'=\frac{\langle L_k+2S_k\rangle}{\langle L_k+S_k\rangle}
=\frac{2(1+r)}{1+2r}\simeq2-2r ,
$$

where $\langle L_k\rangle=2r\langle S_k\rangle$ was inserted. Resonance instead follows the precession of the effective spin. The crystal field is not rotationally invariant, so it exchanges orbital angular momentum with the lattice, and $\langle\mathbf L\rangle$ does not enter the motion as an independent conserved quantity.

With $g=2\sigma(1+r)$,

$$
\frac1g+\frac1{g'}=\frac{1/\sigma+1+2r}{2(1+r)}
=1+\frac{1-\sigma}{2\sigma(1+r)} .
$$

The sum is one to first order, since $1-\sigma$ is second order. For the hole along $z$, $g=2.261$ and $g'=1.792$. With $\sigma=0.9994$ and $r=0.131$ the last term is $0.0006/2.26=0.0003$, in agreement with the computed sum 1.0003.

These formulas count only the moment $M_0$ carried by the effective spin, as when an ordered moment is reversed or a paramagnet is polarized at low temperature. In a paramagnet at higher temperature the field-induced Van Vleck moment is no longer small beside the Curie moment and lowers the ratio: thermal averages for the model hole at 1 T along $z$, without the diamagnetic term, give 1.755 at 77 K and 1.66 at 300 K instead of 1.792.

### Where quenching fails

Nondegeneracy cannot be dropped. Suppose one electron has a degenerate $xz,yz$ ground level. From the differential operator, $L_z|xz\rangle=i|yz\rangle$ and $L_z|yz\rangle=-i|xz\rangle$. Therefore

$$
L_z\big(|xz\rangle\pm i|yz\rangle\big)=\pm\big(|xz\rangle\pm i|yz\rangle\big).
$$

Each real function has zero expectation value, yet their complex combinations carry one unit of orbital momentum. Within this pair $L_x$ and $L_y$ have no matrix elements, because they lead to other orbitals. The coupling reduces to $\zeta L_zS_z$, whose lower states have $L_z$ and $S_z$ of opposite sign. A $\zeta$ large compared with the Zeeman energy but small compared with the gap to the other orbitals selects these states, and their orbital moment does not shrink with $\zeta$. For other orbitals at 1.5 eV the calculation gives $|\langle L_z\rangle|=0.998$ at $\zeta=0.05$ eV and 1.000 at 0.005 eV.

What fails here is the small parameter. Along $z$ the leading states have $\langle L_z\rangle=-1$ for $S_z=\tfrac12$, so $r=-1$ and the splitting factor $2\langle L_z+2S_z\rangle$ is zero. The equality $g-2=2r$ happens to survive along this axis, because the spin is fully polarized at leading order. The statement that $r$ is of order $\zeta/\Delta$ does not.

Near-degeneracy has the same effect by degrees: as an excited orbital with a nonzero matrix element approaches the ground level, $\zeta/\Delta$ ceases to be small and the expansion must be replaced by diagonalization.

A metal needs separate care. Its partly filled bands have no orbital gap of the kind used here. Using Kittel's relation there requires further assumptions about how the orbital moment follows the spin, which are not examined here. The derivation above establishes the relation for localized moments with a gap.

## Calculated quantities

```
Bohr magneton = 5.788382e-05 eV/T; field = 1.0 T
largest |<l>| in random real field = 1.7e-15 hbar
|<xy|lz|x2-y2>| = 2.000 hbar
|<yz|lx|x2-y2>| = 1.000 hbar
|<yz|lz|xz>| = 1.000 hbar
d9 model: zeta = 0.050 eV
hole gaps z2, xy, xz/yz = 1.0, 1.5, 2.0 eV
d9 axis z: m_spin = 0.99940 mu_B, m_orb = 0.13103 mu_B
  m_orb/m_spin = 0.13110; sigma = 0.99940
  g from splitting = 2.26086; g-2 = 0.26086
  2 m_orb/m_spin = 0.26221
  first-order g-2 = 0.26667
  Kittel error: actual -0.001351, formula -0.001250
  magnetomechanical g' = 1.79226; 1/g+1/g' = 1.000264
  resonance at 1 T = 31.643 GHz
d9 axis x: m_spin = 0.99754 mu_B, m_orb = 0.02523 mu_B
  m_orb/m_spin = 0.02529; sigma = 0.99754
  g from splitting = 2.04554; g-2 = 0.04554
  2 m_orb/m_spin = 0.05058
  first-order g-2 = 0.05000
  Kittel error: actual -0.005039, formula -0.005069
  magnetomechanical g' = 1.95186; 1/g+1/g' = 1.001201
  resonance at 1 T = 28.630 GHz
d9 axis z: zeta (eV), g-2, 2 m_orb/m_spin, first order
  0.0125  0.06633  0.06641  0.06667
  0.0250  0.13195  0.13228  0.13333
  0.0500  0.26086  0.26221  0.26667
  0.1000  0.50800  0.51370  0.53333
d1 axis z: g-2 = -0.27120, 2 m_orb/m_spin = -0.27008
d8: gap = 1.0 eV, coefficient of -S^2 = 0.5 eV
d8, zeta = 0.050 eV: g-2 = 0.19059, 2 m_orb/m_spin = 0.19714
d8 first-order g-2 = 0.20000
pair, J = 0.050 eV: g = 2.26094, 2 m_orb/m_spin = 0.26226
pair g minus single-ion g = 8.68e-05
degenerate xz/yz ground level, other orbitals at 1.5 eV
  zeta = 0.050 eV: |<Lz>| = 0.99840 hbar
  zeta = 0.005 eV: |<Lz>| = 0.99998 hbar
```
